# Added resistance and reduced inductance of a coil driving a plasma: verification in Python

```python
"""
One-turn transformer model of an inductively driven plasma column.

Result under test, for phasors with time factor exp(+i w t):
  added resistance     = w^2 M^2 Rp / (Rp^2 + X^2)
  effective inductance = L11 - w M^2 X / (Rp^2 + X^2),  X = w (L22 + Le)
L11: empty coil inductance; M: mutual inductance; L22: magnetic
self-inductance of the plasma turn; Le: electron-inertia inductance;
Rp = nu Le: plasma resistance; nu: electron collision frequency.
The plasma current has the real radial shape I1(r/s), where s = 1/|kappa|
and kappa^2 = i w mu0 sigma. The reference is the full field solution
for a long coil around a uniform plasma, itself checked by coupled rings.
All quantities are in SI units unless a printed label says otherwise.
"""
import numpy as np
from scipy.constants import mu_0, e, m_e, c, pi
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import iv, ellipkm1, ellipe

frequency = 13.56e6
w = 2 * pi * frequency
turns = 5
a, b, length = 0.04, 0.05, 0.40
density, nu = 1e17, 3e8
coil_resistance, coil_current = 0.5, 10.0
temperature_eV = 3.0
L11 = mu_0 * pi * b**2 * turns**2 / length


def conductivity(n, collision):
    return n * e**2 / (m_e * (collision + 1j * w))


def kappa_of(n, collision):
    return np.sqrt(1j * w * mu_0 * conductivity(n, collision))


def elements(n, collision):
    """Closed-form M, L22, Le and Rp of the plasma turn."""
    x = a * abs(kappa_of(n, collision))
    i0, i1, i2 = iv(0, x), iv(1, x), iv(2, x)
    d = i0 - 1
    lam2 = m_e / (mu_0 * n * e**2)
    unit = mu_0 * pi * a**2 / length
    mutual = unit * turns * i2 / d
    l22 = unit * (2 * i0 * i2 - i1**2) / d**2
    le = mu_0 * pi * lam2 * x**2 * (i1**2 - i0 * i2) / (length * d**2)
    return mutual, l22, le, collision * le


def added_load(mutual, l22, le, rp):
    """Added resistance and drop of inductance at the coil."""
    x = w * (l22 + le)
    den = rp**2 + x**2
    return w**2 * mutual**2 * rp / den, w * mutual**2 * x / den


def field_load(n, collision):
    """Same two quantities from the full field solution."""
    z = kappa_of(n, collision) * a
    dz = -1j * w * mu_0 * pi * a**2 * turns**2 / length * iv(2, z) / iv(0, z)
    return dz.real, -dz.imag / w


def ring_system(n, collision, inner, count):
    """Divide the plasma into coaxial rings of equal thickness."""
    h = (a - inner) / count
    r = inner + (np.arange(count) + 0.5) * h
    inductance = mu_0 * pi * np.minimum.outer(r, r)**2 / length
    mutual = mu_0 * pi * r**2 * turns / length
    ring_z = 2 * pi * r / (conductivity(n, collision) * length * h)
    return r, h, inductance, mutual, ring_z


def ring_impedance(n, collision, inner=0.0, count=500):
    """Reflected impedance from Kirchhoff's equations of all rings."""
    r, h, ind, mutual, ring_z = ring_system(n, collision, inner, count)
    current = np.linalg.solve(1j * w * ind + np.diag(ring_z),
                              -1j * w * mutual)
    return 1j * w * (mutual @ current)


# Full field solution against many coupled rings.
for n_test in (1e17, 1e18):
    r_field, drop_field = field_load(n_test, nu)
    z_field = r_field - 1j * w * drop_field
    assert abs(ring_impedance(n_test, nu) / z_field - 1) < 5e-4

# Closed-form circuit elements against sums over rings.
M, L22, Le, Rp = elements(density, nu)
kappa = kappa_of(density, nu)
s = 1 / abs(kappa)
r, h, ind, mutual_rings, ring_z = ring_system(density, nu, 0.0, 500)
shape = iv(1, r / s)
shape = shape / shape.sum()
plasma_z = np.sum(ring_z * shape**2)
assert abs(mutual_rings @ shape / M - 1) < 1e-3
assert abs(shape @ ind @ shape / L22 - 1) < 1e-3
assert abs(plasma_z.real / Rp - 1) < 1e-3
assert abs(plasma_z.imag / (w * Le) - 1) < 1e-3

# Added resistance and inductance against the two circuit equations.
R_add, L_drop = added_load(M, L22, Le, Rp)
L_eff = L11 - L_drop
circuit = np.array([[coil_resistance + 1j * w * L11, 1j * w * M],
                    [1j * w * M, Rp + 1j * w * (L22 + Le)]])
I_coil, I_plasma = np.linalg.solve(circuit, np.array([1.0, 0.0]))
Z_terminal = 1 / I_coil
assert abs(Z_terminal.real - coil_resistance - R_add) < 1e-10
assert abs(Z_terminal.imag / w / L_eff - 1) < 1e-10
current_ratio = I_plasma / I_coil
assert abs(abs(current_ratio)**2 * Rp / R_add - 1) < 1e-10

# Dissipation integrated over the field against terminal resistance.
R_field, drop_field = field_load(density, nu)
H_edge = turns * coil_current / length
resistivity = (1 / conductivity(density, nu)).real


def loss_density(radius):
    j = -H_edge * kappa * iv(1, kappa * radius) / iv(0, kappa * a)
    return 0.5 * resistivity * abs(j)**2 * 2 * pi * radius * length


field_power = quad(loss_density, 0, a)[0]
assert abs(field_power / (0.5 * coil_current**2 * R_field) - 1) < 1e-7
assert abs(R_add / R_field - 1) < 0.03
assert abs(L_drop / drop_field - 1) < 0.03

# Errors must fall fourfold when a small nu/w is halved.
errors = []
for ratio in (0.1, 0.05):
    model = np.array(added_load(*elements(1e18, ratio * w)))
    field = np.array(field_load(1e18, ratio * w))
    errors.append(model / field - 1)
error_ratios = errors[0] / errors[1]
assert np.all(abs(error_ratios - 4) < 0.2)

# Thin-skin factor; finite a/s leaves corrections of order s/a.
phi = 0.5 * np.arctan(nu / w)
n_thin = density * (300 * s / a)**2
thin_ratio = (added_load(*elements(n_thin, nu))[0]
              / field_load(n_thin, nu)[0])
assert abs(thin_ratio - np.cos(phi)) < 0.02

# A thin annulus approaches one turn linearly in its thickness.
shell_errors = []
for fraction in (0.01, 0.005):
    thickness = fraction * a
    n_shell = density / fraction
    z_turn = 2 * pi * a / (conductivity(n_shell, nu) * length * thickness)
    unit = mu_0 * pi * a**2 / length
    load = added_load(unit * turns, unit, z_turn.imag / w, z_turn.real)
    z_model = load[0] - 1j * w * load[1]
    z_rings = ring_impedance(n_shell, nu, a - thickness, 100)
    shell_errors.append(abs(z_model / z_rings - 1))
assert shell_errors[0] < 0.04
assert 1.8 < shell_errors[0] / shell_errors[1] < 2.2

# Density maximum at fixed current shape, found by direct search.
Le_peak = w * L22 / np.hypot(w, nu)
search = minimize_scalar(
    lambda q: -added_load(M, L22, 10**q, nu * 10**q)[0],
    bounds=(-11, -6), method="bounded", options={"xatol": 1e-9})
assert abs(10**search.x / Le_peak - 1) < 1e-4
n_peak_fixed = density * Le / Le_peak
peak_fixed = added_load(M, L22, Le_peak, nu * Le_peak)[0]
field_search = minimize_scalar(
    lambda q: -field_load(10**q, nu)[0],
    bounds=(16, 19), method="bounded", options={"xatol": 1e-8})
n_peak_field = 10**field_search.x
assert 16.1 < field_search.x < 18.9

# Passive coupling and a positive, reduced inductance over the scan.
scan = (1e16, 1e17, 3e17, 1e18)
for n_scan in scan:
    values = elements(n_scan, nu)
    assert values[0]**2 < L11 * values[1]
    assert 0 < L11 - added_load(*values)[1] < L11


def end_factor(coil_length):
    """Finite sheet coil inductance divided by its long-coil value."""
    def integrand(z):
        k2 = 4 * b**2 / (4 * b**2 + z**2)
        k = np.sqrt(k2)
        complement = z**2 / (4 * b**2 + z**2)
        loop_m = mu_0 * b * ((2 / k - k) * ellipkm1(complement)
                             - 2 * ellipe(k2) / k)
        return 2 * (coil_length - z) * loop_m
    total = (quad(integrand, 0, b, limit=200)[0]
             + quad(integrand, b, coil_length, limit=200)[0])
    return total / (mu_0 * pi * b**2 * coil_length)


end_ratio = end_factor(length)
assert 0 < end_ratio < 1
assert abs(end_factor(20 * length) - 1) < 0.01

lam = np.sqrt(m_e / (mu_0 * density * e**2))
x = a / s
speed = np.sqrt(8 * temperature_eV * e / (pi * m_e))
travel = speed / np.hypot(nu, w)
power = 0.5 * coil_current**2 * R_add
plasma_current = coil_current * current_ratio
field_current = length * H_edge * (1 / iv(0, kappa * a) - 1)

print(f"Frequency: {frequency/1e6:.2f} MHz; w = {w:.4e} rad/s")
print(f"Turns: {turns}; plasma radius: {a*100:.1f} cm")
print(f"Coil radius: {b*100:.1f} cm; length: {length*100:.1f} cm")
print(f"Electron density: {density:.2e} m^-3")
print(f"Collision frequency: {nu:.2e} s^-1; nu/w = {nu/w:.3f}")
print(f"Coil resistance: {coil_resistance:.2f} ohm")
print(f"Coil current, peak: {coil_current:.1f} A")
print(f"Collisionless length lambda: {lam*1e3:.2f} mm")
print(f"Shape length s: {s*1e3:.2f} mm; x = a/s = {x:.4f}")
print(f"I0(x), I1(x), I2(x): {iv(0,x):.5f}, {iv(1,x):.5f}, {iv(2,x):.5f}")
print(f"Empty coil L11: {L11*1e9:.2f} nH; reactance {w*L11:.2f} ohm")
print(f"Mutual inductance M: {M*1e9:.3f} nH; wM = {w*M:.4f} ohm")
print(f"Plasma magnetic inductance L22: {L22*1e9:.4f} nH")
print(f"Electron-inertia inductance Le: {Le*1e9:.4f} nH")
print(f"Plasma resistance Rp: {Rp:.4f} ohm")
print(f"Secondary reactance X: {w*(L22+Le):.4f} ohm")
print(f"Coupling M^2/(L11 L22): {M**2/(L11*L22):.4f}")
print(f"Added resistance, model: {R_add:.4f} ohm")
print(f"Added resistance, field: {R_field:.4f} ohm")
print(f"Inductance drop, model: {L_drop*1e9:.3f} nH")
print(f"Inductance drop, field: {drop_field*1e9:.3f} nH")
print(f"Effective inductance, model: {L_eff*1e9:.2f} nH")
print(f"Effective inductance, field: {(L11-drop_field)*1e9:.2f} nH")
print(f"Plasma current, model: {abs(plasma_current):.3f} A peak")
print(f"Plasma current, field: {abs(field_current):.3f} A peak")
print(f"Plasma current phase, model: {np.degrees(np.angle(current_ratio)):.2f} deg")
print(f"Absorbed power, model: {power:.2f} W")
print(f"Absorbed power, field integral: {field_power:.2f} W")
print(f"Coil loss: {0.5*coil_current**2*coil_resistance:.2f} W")
print(f"Power efficiency: {100*R_add/(R_add+coil_resistance):.2f} %")
print("Density scan: n (m^-3), s (mm), R model, R field (ohm),")
print("  L_eff model, L_eff field (nH)")
for n_scan in scan:
    rm, dm = added_load(*elements(n_scan, nu))
    rf, df = field_load(n_scan, nu)
    ss = 1e3 / abs(kappa_of(n_scan, nu))
    print(f"  {n_scan:.1e} {ss:.2f} {rm:.3f} {rf:.3f} "
          f"{(L11-dm)*1e9:.2f} {(L11-df)*1e9:.2f}")
print(f"Fixed-shape peak: Le = {Le_peak*1e9:.4f} nH")
print(f"  density {n_peak_fixed:.3e} m^-3; R = {peak_fixed:.3f} ohm")
print(f"Field peak: density {n_peak_field:.3e} m^-3; R = {-field_search.fun:.3f} ohm")
print(f"Error ratios on halving nu/w (R, L): {error_ratios[0]:.3f}, {error_ratios[1]:.3f}")
print(f"Thin-skin R ratio at a/s=300: {thin_ratio:.4f}; cos(phi): {np.cos(phi):.4f}")
print(f"Annulus errors, 1% and 0.5% thickness: {100*shell_errors[0]:.3f}, {100*shell_errors[1]:.3f} %")
print(f"Assumed electron temperature: {temperature_eV:.1f} eV")
print(f"Thermal travel length: {travel*1e3:.2f} mm")
print(f"Finite/long empty-coil inductance: {end_ratio:.4f}")
print(f"Wire length/free-space wavelength: {turns*2*pi*b*frequency/c:.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Frequency: 13.56 MHz; w = 8.5200e+07 rad/s
Turns: 5; plasma radius: 4.0 cm
Coil radius: 5.0 cm; length: 40.0 cm
Electron density: 1.00e+17 m^-3
Collision frequency: 3.00e+08 s^-1; nu/w = 3.521
Coil resistance: 0.50 ohm
Coil current, peak: 10.0 A
Collisionless length lambda: 16.80 mm
Shape length s: 32.15 mm; x = a/s = 1.2441
I0(x), I1(x), I2(x): 1.42605, 0.75045, 0.21968
Empty coil L11: 616.85 nH; reactance 52.56 ohm
Mutual inductance M: 40.711 nH; wM = 3.4686 ohm
Plasma magnetic inductance L22: 5.5140 nH
Electron-inertia inductance Le: 5.9391 nH
Plasma resistance Rp: 1.7817 ohm
Secondary reactance X: 0.9758 ohm
Coupling M^2/(L11 L22): 0.4873
Added resistance, model: 5.1945 ohm
Added resistance, field: 5.1819 ohm
Inductance drop, model: 33.391 nH
Inductance drop, field: 33.475 nH
Effective inductance, model: 583.46 nH
Effective inductance, field: 583.37 nH
Plasma current, model: 17.075 A peak
Plasma current, field: 17.409 A peak
Plasma current phase, model: -118.71 deg
Absorbed power, model: 259.73 W
Absorbed power, field integral: 259.10 W
Coil loss: 25.00 W
Power efficiency: 91.22 %
Density scan: n (m^-3), s (mm), R model, R field (ohm),
  L_eff model, L_eff field (nH)
  1.0e+16 101.67 0.617 0.617 614.60 614.60
  1.0e+17 32.15 5.195 5.182 583.46 583.37
  3.0e+17 18.56 9.555 9.369 499.52 499.94
  1.0e+18 10.17 8.454 8.117 367.58 376.91
Fixed-shape peak: Le = 1.5064 nH
  density 3.943e+17 m^-3; R = 9.675 ohm
Field peak: density 4.234e+17 m^-3; R = 9.742 ohm
Error ratios on halving nu/w (R, L): 3.958, 3.985
Thin-skin R ratio at a/s=300: 0.8012; cos(phi): 0.7979
Annulus errors, 1% and 0.5% thickness: 1.214, 0.605 %
Assumed electron temperature: 3.0 eV
Thermal travel length: 3.72 mm
Finite/long empty-coil inductance: 0.9014
Wire length/free-space wavelength: 0.0710
ALL CHECKS PASSED
```
